# Orbital gap of a symmetric two-site model with U and V: verification in Python

```python
"""
Result under test: in a symmetric two-site model with one electron per spin,
the orbital gap with Hubbard corrections U (on-site) and V (intersite) is
2t + V, independent of U, as long as the symmetric state is stable (U - V < 2t).

Symbols (energies in eV):
  t      hopping strength; the off-diagonal baseline element is -t
  U, V   on-site and intersite Hubbard parameters
  delta  site-energy difference, zero for identical sites
  n      2x2 density matrix of one spin, n_ij = c_i * conj(c_j)
The Hamiltonian is found by numerical differentiation of the energy, and
the occupied orbital by self-consistent iteration.
"""
import numpy as np
from scipy.constants import e as joule_per_ev


def correction(n, U, V):
    """Hubbard energy of one spin, summed over sites and ordered pairs."""
    total = 0.0
    for i in range(2):
        total += 0.5 * U * (n[i, i] * (1 - n[i, i])).real
        for j in range(2):
            if i != j:
                total -= 0.5 * V * (n[i, j] * n[j, i]).real
    return total


def energy(n, t, U, V, delta=0.0):
    """Baseline plus Hubbard energy of one spin."""
    h0 = np.array([[-delta / 2, -t], [-t, delta / 2]])
    return np.trace(h0 @ n).real + correction(n, U, V)


def hamiltonian(n, t, U, V, delta=0.0, step=0.01):
    """Derivative of the energy with respect to a real symmetric n."""
    h = np.zeros((2, 2))
    for i in range(2):
        for j in range(i, 2):
            d = np.zeros((2, 2))
            d[i, j] = d[j, i] = step
            slope = (energy(n + d, t, U, V, delta)
                     - energy(n - d, t, U, V, delta)) / (2 * step)
            h[i, j] = h[j, i] = slope if i == j else slope / 2
    return h


def solve(t, U, V, delta=0.0):
    """Self-consistent levels and density matrix from an asymmetric start."""
    n = np.diag([0.7, 0.3])
    for _ in range(500):
        levels, orbitals = np.linalg.eigh(hamiltonian(n, t, U, V, delta))
        new = np.outer(orbitals[:, 0], orbitals[:, 0])
        change = np.abs(new - n).max()
        n = new
    assert change < 1e-9, "iteration has not converged"
    return levels, n


def gap(levels):
    return levels[1] - levels[0]


def best_sine(t, U, V):
    """Scan all occupied orbitals; return 2|n_12| at the lowest energy."""
    best = (np.inf, None)
    for theta in np.linspace(0, np.pi, 401):
        for phase in np.linspace(0, 2 * np.pi, 25):
            c = np.array([np.cos(theta / 2),
                          np.sin(theta / 2) * np.exp(1j * phase)])
            n = np.outer(c, c.conj())
            value = energy(n, t, U, V)
            if value < best[0]:
                best = (value, 2 * abs(n[0, 1]))
    return best[1]


t, U, V = 1.5, 3.0, 0.8
U_alone = 2.0
tol = 1e-8

# Main cases
base, n_base = solve(t, 0, 0)
only_u, n_u = solve(t, U_alone, 0)
only_v, n_v = solve(t, 0, V)
both, n_both = solve(t, U, V)
assert np.allclose(only_u, base, atol=tol)
assert abs(gap(only_v) - gap(base) - V) < tol
assert abs(gap(both) - (2 * t + V)) < tol
assert np.allclose(both - base, [-V / 2, V / 2], atol=tol)
for n in (n_base, n_u, n_v, n_both):
    assert np.allclose(n, 0.5, atol=tol)

# Other parameters, including the opposite sign of the hopping
for tt, uu, vv in [(0.7, 1.0, 0.3), (2.0, 3.5, 1.7), (-1.5, 3.0, 0.8)]:
    levels, _ = solve(tt, uu, vv)
    assert abs(gap(levels) - (2 * abs(tt) + vv)) < tol

# Energy corrections for both spins
energy_u = 2 * correction(n_both, U, 0)
energy_v = 2 * correction(n_both, 0, V)
assert abs(energy_u - U / 2) < tol and abs(energy_v + V / 2) < tol

# Unequal sites: here U must change the gap
delta = 1.0
uneq_0, n_uneq_0 = solve(t, 0, 0, delta)
uneq_u, n_uneq_u = solve(t, U_alone, 0, delta)
assert gap(uneq_u) - gap(uneq_0) > 0.1

# Stability threshold, tested on both sides
threshold = V + 2 * t
sine_main = best_sine(t, U, V)
sine_below = best_sine(t, threshold - 0.1, V)
sine_above = best_sine(t, threshold + 0.1, V)
assert abs(sine_main - 1) < 1e-9 and abs(sine_below - 1) < 1e-9
# grid spacing in the angle limits the accuracy of the next comparison
assert abs(sine_above - 2 * t / (2 * t + 0.1)) < 5e-3

# Large U: localized solution
U_large = 6.0
local, n_local = solve(t, U_large, V)
n_sym = np.full((2, 2), 0.5)
sym_gap = gap(np.linalg.eigvalsh(hamiltonian(n_sym, t, U_large, V)))
e_sym = 2 * energy(n_sym, t, U_large, V)
e_local = 2 * energy(n_local, t, U_large, V)
assert abs(gap(local) - U_large) < tol
assert abs(2 * n_local[0, 1] - 2 * t / (U_large - V)) < tol
assert abs(sym_gap - (2 * t + V)) < tol
assert e_local < e_sym - 0.1

h_both = hamiltonian(n_both, t, U, V)


def show(label, value, unit="eV", digits=4):
    print(f"{label}: {value + 0.0:.{digits}f} {unit}".rstrip())


show("hopping t", t)
show("on-site U (used together with V)", U)
show("on-site U (used alone)", U_alone)
show("intersite V", V)
show("baseline bonding level", base[0])
show("baseline antibonding level", base[1])
show("baseline gap", gap(base))
show("gap with U alone", gap(only_u))
show("gap with V alone", gap(only_v))
show("gap with U and V", gap(both))
show("widening by U and V", gap(both) - gap(base))
show("bonding level with U and V", both[0])
show("antibonding level with U and V", both[1])
show("site occupation per spin n_11", n_both[0, 0], "")
show("intersite element per spin n_12", n_both[0, 1], "")
show("off-diagonal Hamiltonian element with U and V", h_both[0, 1])
show("energy correction from U, both spins", energy_u)
show("energy correction from V, both spins", energy_v)
print(f"baseline gap in joules: {gap(base) * joule_per_ev:.4e} J")
print(f"gap with U and V in joules: {gap(both) * joule_per_ev:.4e} J")
print(f"widening in joules: {(gap(both) - gap(base)) * joule_per_ev:.4e} J")
show("unequal sites: site-energy difference", delta)
show("unequal sites: gap without U", gap(uneq_0))
show("unequal sites: gap with U alone", gap(uneq_u))
show("unequal sites: n_11 without U", n_uneq_0[0, 0], "")
show("unequal sites: n_11 with U alone", n_uneq_u[0, 0], "")
show("largest U for a stable symmetric state, V + 2t", threshold)
show("scan, U 0.1 eV below threshold: 2|n_12|", sine_below, "", 3)
show("scan, U 0.1 eV above threshold: 2|n_12|", sine_above, "", 3)
show("large U", U_large)
show("large U: gap of symmetric state", sym_gap)
show("large U: gap of localized state", gap(local))
show("large U: n_11 of localized state", n_local[0, 0], "")
show("large U: n_12 of localized state", n_local[0, 1], "")
show("large U: energy of symmetric state, both spins", e_sym)
show("large U: energy of localized state, both spins", e_local)
print("ALL CHECKS PASSED")
```

Running it gives:

```
hopping t: 1.5000 eV
on-site U (used together with V): 3.0000 eV
on-site U (used alone): 2.0000 eV
intersite V: 0.8000 eV
baseline bonding level: -1.5000 eV
baseline antibonding level: 1.5000 eV
baseline gap: 3.0000 eV
gap with U alone: 3.0000 eV
gap with V alone: 3.8000 eV
gap with U and V: 3.8000 eV
widening by U and V: 0.8000 eV
bonding level with U and V: -1.9000 eV
antibonding level with U and V: 1.9000 eV
site occupation per spin n_11: 0.5000
intersite element per spin n_12: 0.5000
off-diagonal Hamiltonian element with U and V: -1.9000 eV
energy correction from U, both spins: 1.5000 eV
energy correction from V, both spins: -0.4000 eV
baseline gap in joules: 4.8065e-19 J
gap with U and V in joules: 6.0883e-19 J
widening in joules: 1.2817e-19 J
unequal sites: site-energy difference: 1.0000 eV
unequal sites: gap without U: 3.1623 eV
unequal sites: gap with U alone: 3.7045 eV
unequal sites: n_11 without U: 0.6581
unequal sites: n_11 with U alone: 0.7933
largest U for a stable symmetric state, V + 2t: 3.8000 eV
scan, U 0.1 eV below threshold: 2|n_12|: 1.000
scan, U 0.1 eV above threshold: 2|n_12|: 0.969
large U: 6.0000 eV
large U: gap of symmetric state: 3.8000 eV
large U: gap of localized state: 6.0000 eV
large U: n_11 of localized state: 0.9084
large U: n_12 of localized state: 0.2885
large U: energy of symmetric state, both spins: -0.4000 eV
large U: energy of localized state, both spins: -0.8654 eV
ALL CHECKS PASSED
```
